# What a converged energy says about a finite-basis optimized effective potential: a numerical check

```python
"""
Result under test: in a finite orbital basis, a local potential change w with
zero occupied-virtual matrix elements leaves the exact-exchange energy fixed,
yet can move virtual orbital energies. A change u orthogonal to all orbital
products moves nothing. Both become visible in a nearly complete basis.

Model: electrons in a 1D harmonic well, interaction 1/sqrt((x-x')^2+1).
Hartree atomic units. Orbitals are grid vectors c with sum(c*c)=1, so that
phi(x)=c/sqrt(step). T: kinetic matrix; U: interaction; B: orbital basis.
For two electrons the exact exchange potential is minus half the Hartree
potential, up to a constant. HOMO and LUMO: highest occupied, lowest virtual.
"""
import numpy as np
from scipy.linalg import eigh, null_space
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
step = 0.1
x = step * np.arange(-140, 141)
omega = 1.0
v_ext = 0.5 * omega**2 * x**2
U = 1.0 / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)

# Kinetic energy in the sinc-function grid representation
index = np.arange(len(x))
sep = index[:, None] - index[None, :]
safe = np.where(sep == 0, 1, sep)
T = np.where(sep == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(sep) / safe**2)
T = T / (2 * step**2)
GRID = np.eye(len(x))


def gaussian_basis(exponents):
    even = [np.exp(-a * x**2) for a in exponents]
    odd = [x * np.exp(-a * x**2) for a in exponents]
    return np.linalg.qr(np.array(even + odd).T)[0]


def diagonalize(operator, B):
    energies, coeff = eigh(B.T @ operator @ B)
    return energies, B @ coeff


def solve_local(v, B):
    return diagonalize(T + np.diag(v), B)


def exx_energy(occupied):
    """Closed-shell energy with full exact exchange."""
    D = occupied @ occupied.T
    n = 2 * np.diag(D)
    one_body = 2 * np.sum(D * (T + np.diag(v_ext)))
    return one_body + 0.5 * n @ U @ n - np.sum(D * D * U)


def hartree_fock(B):
    """Two-electron SCF with the explicit nonlocal exchange operator."""
    orb = solve_local(v_ext, B)[1]
    D = np.outer(orb[:, 0], orb[:, 0])
    for _ in range(300):
        fock = T + np.diag(v_ext + U @ (2 * np.diag(D))) - D * U
        orb = diagonalize(fock, B)[1]
        new = np.outer(orb[:, 0], orb[:, 0])
        change = np.max(np.abs(new - D))
        D = new
        if change < 1e-12:
            break
    assert change < 1e-10
    return orb[:, :1]


def remove_span(target, products):
    """Part of target orthogonal to every column of products."""
    left, s, _ = np.linalg.svd(products, full_matrices=False)
    Q = left[:, s > 1e-13 * s[0]]
    rest = target - Q @ (Q.T @ target)
    return rest - Q @ (Q.T @ rest)


def norm(f):
    return np.sqrt(step * np.sum(f * f))


def silent_residual(orb):
    """LUMO density minus its part in the span of HOMO times basis."""
    products = orb[:, :1] * orb
    return remove_span(orb[:, 1]**2 / step, products), products


# Small-basis reference: nonlocal exchange against the local potential
small_exponents = [0.25, 0.75]
B = gaussian_basis(small_exponents)
hf_orbital = hartree_fock(B)
E_hf = exx_energy(hf_orbital)
v_hartree = U @ (2 * hf_orbital[:, 0]**2)
v_x = -0.5 * v_hartree
v_s = v_ext + v_hartree + v_x
e0, orb0 = solve_local(v_s, B)
E0 = exx_energy(orb0[:, :1])
assert abs(E0 - E_hf) < 1e-9

# Energy-silent but visible potential
r, occupied_products = silent_residual(orb0)
Z = null_space(occupied_products.T)
best_shift = np.linalg.norm(Z.T @ orb0[:, 1]**2) / np.sqrt(step)
assert abs(best_shift - norm(r)) < 1e-8
target_shift = 0.05
w = target_shift * r / norm(r)**2
w_matrix = orb0.T @ (w[:, None] * orb0)
assert np.max(np.abs(w_matrix[0])) < 1e-9
assert abs(w_matrix[1, 1] - target_shift) < 1e-9
assert np.max(np.abs(w)) > 5 * target_shift

# Invisible potential: orthogonal to all products of basis functions
pairs = [(a, b) for a in range(B.shape[1]) for b in range(a + 1)]
all_products = np.array([B[:, a] * B[:, b] for a, b in pairs]).T
u = remove_span(np.cos(5 * x) * np.exp(-x**2 / 4), all_products)
u *= 3.0 / np.max(np.abs(u))
rank_all = np.linalg.matrix_rank(all_products, tol=1e-10)
rank_occ = np.linalg.matrix_rank(occupied_products, tol=1e-10)

cases = {"reference": 0 * x, "plus w": w, "minus w": -w, "plus u": u}
small, dense = {}, {}
for name, change in cases.items():
    e, orb = solve_local(v_s + change, B)
    small[name] = (exx_energy(orb[:, :1]), e)
    e, orb = solve_local(v_s + change, GRID)
    dense[name] = (exx_energy(orb[:, :1]), e)
for name in cases:
    assert abs(small[name][0] - E0) < 1e-9
    assert abs(small[name][1][0] - e0[0]) < 1e-9
    if name != "reference":
        assert dense[name][0] - dense["reference"][0] > 1e-4
assert np.max(np.abs(small["plus u"][1] - e0)) < 1e-9
spread = small["plus w"][1][1] - small["minus w"][1][1]
assert spread > target_shift

# Nested bases: energy error and room left for an energy-silent LUMO shift
E_dense = exx_energy(hartree_fock(GRID))
sequence = [0.25, 0.75, 0.5, 1.5]
table = []
for count in (2, 3, 4):
    basis = gaussian_basis(sequence[:count])
    phi = hartree_fock(basis)
    v_ref = v_ext + 0.5 * U @ (2 * phi[:, 0]**2)
    e_ref, orb_ref = solve_local(v_ref, basis)
    room = norm(silent_residual(orb_ref)[0])
    table.append((2 * count, exx_energy(phi) - E_dense, e_ref[1], room))
assert table[0][1] > table[1][1] > table[2][1] > -1e-9
assert table[2][3] < 0.5 * table[0][3]

# General error near the minimum, in the largest Gaussian basis above
ripple = 0.02 * np.cos(2 * x)
E_ref = exx_energy(orb_ref[:, :1])


def ripple_response(scale):
    e, orb = solve_local(v_ref + scale * ripple, basis)
    gap_change = (e[1] - e[0]) - (e_ref[1] - e_ref[0])
    return exx_energy(orb[:, :1]) - E_ref, gap_change


rise, gap_change = ripple_response(1.0)
half_rise, half_gap = ripple_response(0.5)
d = orb_ref.T @ (ripple[:, None] * orb_ref)
delta = e_ref[1:] - e_ref[0]
X = -d[1:, 0] / delta
transition = (orb_ref[:, :1] * orb_ref[:, 1:]) @ X
rise_formula = 2 * np.sum(X**2 * delta) + 4 * transition @ U @ transition
gap_formula = d[1, 1] - d[0, 0]
# Remaining differences are of the next order in the ripple
assert abs(rise / rise_formula - 1) < 0.05
assert abs(gap_change / gap_formula - 1) < 0.05
assert abs(rise / half_rise - 4) < 0.2
assert abs(gap_change / half_gap - 2) < 0.1

# Four electrons: only the occupied-virtual block is required to vanish
v_four = v_ext + np.exp(-x**2 / 4)
e4, orb4 = solve_local(v_four, B)
ov = np.array([orb4[:, i] * orb4[:, a] for i in (0, 1) for a in (2, 3)]).T
r4 = remove_span((orb4[:, 2]**2 - orb4[:, 1]**2) / step, ov)
w4 = 0.02 * r4 / norm(r4)**2
e4w, orb4w = solve_local(v_four + w4, B)
E4, E4w = exx_energy(orb4[:, :2]), exx_energy(orb4w[:, :2])
gap4 = (e4w[2] - e4w[1]) - (e4[2] - e4[1])
assert abs(E4w - E4) < 1e-9
assert abs(gap4 - 0.02) < 1e-8

print(f"well frequency: {omega:.2f} hartree; softening: 1 bohr")
print("small-basis exponents (even and odd):", small_exponents, "bohr^-2")
print(f"grid: {len(x)} points, step {step:.2f} bohr")
print(f"small-basis Hartree-Fock energy: {E_hf:.8f} hartree")
print(f"small-basis OEP energy: {E0:.8f} hartree")
print(f"dense-grid Hartree-Fock energy: {E_dense:.8f} hartree")
print("small-basis reference orbital energies:", np.round(e0, 6), "hartree")
print(f"independent basis products: {rank_all}; HOMO products: {rank_occ}")
print(f"residual norm |r|: {norm(r):.6f} bohr^-1/2")
print(f"diagonal LUMO element of w: {w_matrix[1, 1]:.6f} hartree")
print(f"largest |w|: {np.max(np.abs(w)):.4f} hartree")
print(f"largest |v_x|: {np.max(np.abs(v_x)):.4f} hartree")
print(f"largest |u|: {np.max(np.abs(u)):.4f} hartree")
strong = w[np.abs(w) > 0.01 * np.max(np.abs(w))]
print("sign changes of w above 1% of its maximum:",
      np.count_nonzero(np.diff(np.sign(strong))))
for position in (0.0, 0.5, 1.0, 1.5, 2.0, 3.0):
    k = np.argmin(np.abs(x - position))
    print(f"x={position:.1f} bohr: v_x={v_x[k]:.4f}, w={w[k]:.4f}, "
          f"u={u[k]:.4f} hartree")
for name in cases:
    E, e = small[name]
    print(f"small basis, {name}: E={E:.8f}, HOMO={e[0]:.6f}, "
          f"LUMO={e[1]:.6f} hartree")
print("small-basis virtuals, plus w:", np.round(small["plus w"][1][1:], 6),
      "hartree")
print("small-basis virtuals, minus w:", np.round(small["minus w"][1][1:], 6),
      "hartree")
print(f"LUMO spread between plus and minus w: {spread:.6f} hartree "
      f"= {spread * EV:.4f} eV")
for name in cases:
    E, e = dense[name]
    print(f"dense grid, {name}: E={E:.8f}, HOMO={e[0]:.6f}, "
          f"LUMO={e[1]:.6f} hartree")
for size, error, lumo, room in table:
    print(f"{size} functions: energy error={error:.3e} hartree, "
          f"LUMO={lumo:.6f} hartree, |r|={room:.3e} bohr^-1/2, "
          f"|w| norm for 0.05 hartree={0.05 / room:.3f} hartree bohr^1/2")
print(f"ripple amplitude: {np.max(ripple):.3f} hartree")
print(f"ripple energy rise: {rise:.4e} hartree; formula {rise_formula:.4e}")
print(f"ripple gap change: {gap_change:.6f} hartree; "
      f"formula {gap_formula:.6f}")
print(f"full/half ripple: energy ratio {rise / half_rise:.4f}, "
      f"gap ratio {gap_change / half_gap:.4f}")
print(f"four electrons: E={E4:.8f}, with w={E4w:.8f} hartree")
print("four electrons, orbital energies:", np.round(e4, 6), "hartree")
print("four electrons, with w:", np.round(e4w, 6), "hartree")
print(f"four electrons, gap change: {gap4:.6f} hartree; "
      f"largest |w|: {np.max(np.abs(w4)):.4f} hartree")
print("done: every assertion held")
```

Printed output:

```
well frequency: 1.00 hartree; softening: 1 bohr
small-basis exponents (even and odd): [0.25, 0.75] bohr^-2
grid: 281 points, step 0.10 bohr
small-basis Hartree-Fock energy: 1.80094448 hartree
small-basis OEP energy: 1.80094448 hartree
dense-grid Hartree-Fock energy: 1.78296426 hartree
small-basis reference orbital energies: [1.29045  2.210868 3.128037 4.113717] hartree
independent basis products: 9; HOMO products: 4
residual norm |r|: 0.057382 bohr^-1/2
diagonal LUMO element of w: 0.050000 hartree
largest |w|: 0.5734 hartree
largest |v_x|: 0.8538 hartree
largest |u|: 3.0000 hartree
sign changes of w above 1% of its maximum: 6
x=0.0 bohr: v_x=-0.8538, w=-0.5734, u=-2.2664 hartree
x=0.5 bohr: v_x=-0.8117, w=0.3240, u=2.1077 hartree
x=1.0 bohr: v_x=-0.7079, w=0.3045, u=-1.7668 hartree
x=1.5 bohr: v_x=-0.5866, w=-0.4755, u=1.5613 hartree
x=2.0 bohr: v_x=-0.4793, w=-0.4017, u=-1.8159 hartree
x=3.0 bohr: v_x=-0.3331, w=-0.0057, u=-2.6729 hartree
small basis, reference: E=1.80094448, HOMO=1.290450, LUMO=2.210868 hartree
small basis, plus w: E=1.80094448, HOMO=1.290450, LUMO=2.225141 hartree
small basis, minus w: E=1.80094448, HOMO=1.290450, LUMO=2.129603 hartree
small basis, plus u: E=1.80094448, HOMO=1.290450, LUMO=2.210868 hartree
small-basis virtuals, plus w: [2.225141 2.825093 4.068239] hartree
small-basis virtuals, minus w: [2.129603 3.430981 4.226187] hartree
LUMO spread between plus and minus w: 0.095538 hartree = 2.5997 eV
dense grid, reference: E=1.78297075, HOMO=1.281383, LUMO=2.169051 hartree
dense grid, plus w: E=1.82939980, HOMO=1.271486, LUMO=2.120695 hartree
dense grid, minus w: E=1.82881311, HOMO=1.245124, LUMO=2.115540 hartree
dense grid, plus u: E=2.02327393, HOMO=1.160711, LUMO=1.997992 hartree
4 functions: energy error=1.798e-02 hartree, LUMO=2.210868 hartree, |r|=5.738e-02 bohr^-1/2, |w| norm for 0.05 hartree=0.871 hartree bohr^1/2
6 functions: energy error=2.319e-05 hartree, LUMO=2.170166 hartree, |r|=8.739e-03 bohr^-1/2, |w| norm for 0.05 hartree=5.721 hartree bohr^1/2
8 functions: energy error=6.004e-06 hartree, LUMO=2.170113 hartree, |r|=2.911e-03 bohr^-1/2, |w| norm for 0.05 hartree=17.177 hartree bohr^1/2
ripple amplitude: 0.020 hartree
ripple energy rise: 1.5744e-04 hartree; formula 1.5557e-04
ripple gap change: -0.014468 hartree; formula -0.014508
full/half ripple: energy ratio 4.0240, gap ratio 1.9973
four electrons: E=7.93914436, with w=7.93914436 hartree
four electrons, orbital energies: [1.394672 2.244498 3.09885  4.042257] hartree
four electrons, with w: [1.499145 2.341307 3.21566  4.021399] hartree
four electrons, gap change: 0.020000 hartree; largest |w|: 0.3309 hartree
done: every assertion held
```
